# Afterglow Diffusion Between Absorbing Plates: The Factor of Nine, part 1

(Sections cited here and not found follow in the second part.)

## Result

A plasma fills the gap between two absorbing plates at \(x=0\) and \(x=L\). The power is switched off, and the density \(n(x,t)\) falls by diffusion to the plates:

\[
\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2},\qquad n(0,t)=n(L,t)=0 .
\]

The part of the density with the shape \(\sin(k\pi x/L)\), \(k=1,2,3,\dots\), decays as \(e^{-\gamma_k t}\), with

\[
\gamma_k=D\left(\frac{k\pi}{L}\right)^2,\qquad \gamma_3=9\gamma_1 .
\]

The fundamental is counted as \(k=1\). The decay time of the third mode is therefore one ninth of the fundamental decay time. The factor nine depends neither on the gap nor on the value of \(D\), provided that \(D\) is the same everywhere in the gap. It also survives a change of \(D\) with time, as shown below.

## Where the diffusion equation comes from

Electrons diffuse much faster than ions. A small charge separation then creates an electric field \(E\) that holds the electrons back and pulls the ions along. Assume one kind of positive ion, no negative ions, and quasineutrality, so that both densities equal \(n\). Assume also that collisions with the gas are frequent enough for drift and diffusion to describe the motion. The fluxes in the positive \(x\) direction are

\[
\Gamma_i=\mu_i nE-D_i\frac{\partial n}{\partial x},\qquad
\Gamma_e=-\mu_e nE-D_e\frac{\partial n}{\partial x}.
\]

Both mobilities \(\mu_i,\mu_e\) are positive. The minus sign in front of \(\mu_e\) expresses the negative charge of the electron.

Let no net current flow between the plates, so that \(\Gamma_i=\Gamma_e=\Gamma\). Multiply the ion equation by \(\mu_e\), the electron equation by \(\mu_i\), and add. The field terms cancel:

\[
(\mu_i+\mu_e)\Gamma=-(\mu_eD_i+\mu_iD_e)\frac{\partial n}{\partial x}.
\]

The common flux thus obeys \(\Gamma=-D\,\partial n/\partial x\), with the ambipolar diffusion coefficient

\[
D=\frac{\mu_iD_e+\mu_eD_i}{\mu_i+\mu_e}.
\]

The Einstein relation gives \(D_i=\mu_iT_i/e\) and \(D_e=\mu_eT_e/e\), where the temperatures are energies and \(e\) is the elementary charge. Insert both:

\[
D=\frac{\mu_i\mu_e(T_i+T_e)}{e(\mu_i+\mu_e)}
=\frac{D_i(1+T_e/T_i)}{1+\mu_i/\mu_e}
\simeq D_i\left(1+\frac{T_e}{T_i}\right).
\]

The last step uses \(\mu_i\ll\mu_e\), and its relative error is about \(\mu_i/\mu_e\). When the electrons have cooled to the ion temperature, \(D\simeq2D_i\): the field doubles the rate at which ions would diffuse alone.

Without sources or losses in the volume, particle conservation reads \(\partial n/\partial t=-\partial\Gamma/\partial x\). For uniform \(D\) this is the diffusion equation stated at the start. If \(D\) varied with position, a term \((\partial D/\partial x)(\partial n/\partial x)\) would appear, and the sine functions would in general no longer be the modes.

The condition \(n=0\) at the plates is an idealization. A plate that takes up particles at a finite speed needs a small nonzero density next to it. Part II finds the correction.

## The shapes that keep their form

Look for solutions \(n=X(x)G(t)\), whose shape stays fixed while the size changes. Insertion gives \(XG'=DX''G\). Divide by \(DXG\):

\[
\frac{G'}{DG}=\frac{X''}{X}=-q .
\]

The first expression depends on \(t\) and the second on \(x\). They can agree for all \(x\) and \(t\) only if both equal a constant, here called \(-q\). Hence

\[
X''=-qX,\qquad G'=-DqG .
\]

The sign of \(q\) follows from the walls. Multiply the first equation by the complex conjugate \(X^*\), integrate over the gap, and integrate the left side by parts:

\[
\bigl[X^*X'\bigr]_0^L-\int_0^L|X'|^2dx=-q\int_0^L|X|^2dx .
\]

The bracket vanishes because \(X\) is zero at both plates. Therefore

\[
q=\frac{\int_0^L|X'|^2dx}{\int_0^L|X|^2dx}.
\]

This is real and cannot be negative. It could be zero only if \(X'=0\) throughout, but then \(X\) would be constant and, by the wall condition, zero. So \(q>0\), and each shape decays. The formula also shows what sets the rate: a shape with steep gradients has a large \(q\).

For \(q>0\) the general solution is \(X=A\sin(\sqrt q\,x)+B\cos(\sqrt q\,x)\). The plate at \(x=0\) requires \(B=0\). The plate at \(x=L\) then requires \(\sin(\sqrt q\,L)=0\), so that

\[
\sqrt q=\kappa_k=\frac{k\pi}{L},\qquad k=1,2,3,\dots
\]

The value \(k=0\) gives no density, and negative \(k\) repeats the same shapes with the opposite sign. The time equation gives \(G\propto e^{-D\kappa_k^2t}\), and therefore

\[
\frac{\gamma_3}{\gamma_1}=\frac{D(3\pi/L)^2}{D(\pi/L)^2}=9 .
\]

There is a direct picture of this number. The third mode has zeros at \(L/3\) and \(2L/3\), so it consists of three lobes of width \(L/3\). Each lobe has the shape of the fundamental in a gap of that width. The rate is proportional to the inverse square of the width, and a gap three times narrower empties nine times faster.

## The same law for any initial density

An actual density is a mixture of modes. Its amplitude in mode \(k\) is defined by

\[
a_k(t)=\frac2L\int_0^L n(x,t)\sin(\kappa_kx)\,dx .
\]

The factor \(2/L\) follows from the product formula for sines:

\[
\int_0^L\sin(\kappa_jx)\sin(\kappa_kx)\,dx
=\frac12\int_0^L\left[\cos\frac{(j-k)\pi x}{L}-\cos\frac{(j+k)\pi x}{L}\right]dx .
\]

For \(j\ne k\) both cosines integrate to zero. For \(j=k\) the first cosine equals one and the result is \(L/2\). A density \(n=\sum_k a_k\sin(\kappa_kx)\) thus returns its own coefficients.

Now differentiate \(a_k\) and use the diffusion equation:

\[
\frac{da_k}{dt}=\frac{2D}{L}\int_0^L\frac{\partial^2n}{\partial x^2}\sin(\kappa_kx)\,dx .
\]

A first integration by parts gives

\[
\int_0^L\frac{\partial^2n}{\partial x^2}\sin(\kappa_kx)\,dx
=\left[\frac{\partial n}{\partial x}\sin(\kappa_kx)\right]_0^L
-\kappa_k\int_0^L\frac{\partial n}{\partial x}\cos(\kappa_kx)\,dx .
\]

The bracket is zero because the sine vanishes at both plates. A second integration by parts gives

\[
\int_0^L\frac{\partial n}{\partial x}\cos(\kappa_kx)\,dx
=\bigl[n\cos(\kappa_kx)\bigr]_0^L+\kappa_k\int_0^Ln\sin(\kappa_kx)\,dx .
\]

This bracket is zero because the density vanishes at both plates. Collecting the factors,

\[
\frac{da_k}{dt}=-D\kappa_k^2a_k .
\]

Each amplitude obeys its own equation, whatever the other modes do. The two brackets show where the absorbing plates enter.

Nothing in this derivation needs \(D\) to be constant in time. If \(D=D(t)\), integration gives

\[
a_k(t)=a_k(0)\exp\left[-\kappa_k^2\int_0^tD(t')\,dt'\right].
\]

The integral is common to all modes. The exponents of the third and first modes therefore have the ratio \(\kappa_3^2/\kappa_1^2=9\) at every time. Cooling electrons change \(D\), and with it both rates, but not their ratio, as long as their temperature is uniform across the gap.

## Particle balance as a check

The number of particles per unit plate area in an odd mode is

\[
N_k=a_k\int_0^L\sin(\kappa_kx)\,dx=\frac{a_k}{\kappa_k}(1-\cos k\pi)=\frac{2a_k}{\kappa_k}.
\]

The flux leaving through the two plates is

\[
D\left.\frac{\partial n}{\partial x}\right|_{0}-D\left.\frac{\partial n}{\partial x}\right|_{L}
=D\kappa_ka_k(1-\cos k\pi)=2D\kappa_ka_k .
\]

Outflow divided by content is \(D\kappa_k^2=\gamma_k\), in agreement with the decay law. One factor of three comes from the steeper slope at the wall, and the other from the smaller net content, because the middle lobe cancels one of the outer lobes.

## A uniformly filled gap

Let the density at \(t=0\) be \(n_0\) everywhere between the plates. Then

\[
a_k(0)=\frac{2n_0}{L}\,\frac{1-\cos k\pi}{\kappa_k}=\frac{2n_0}{k\pi}(1-\cos k\pi),
\]

which is \(4n_0/(k\pi)\) for odd \(k\) and zero for even \(k\). By the completeness of the Fourier sine series, the density for \(t>0\) is

\[
n(x,t)=\sum_{k=1,3,5,\dots}\frac{4n_0}{k\pi}\sin\left(\frac{k\pi x}{L}\right)e^{-k^2\gamma_1t}.
\]

The third amplitude relative to the first is

\[
\frac{a_3}{a_1}=\frac13e^{-(9-1)\gamma_1t}=\frac13e^{-8\gamma_1t}.
\]

The exponent contains eight, not nine, because the fundamental decays during the same time.

Even modes are antisymmetric about the midplane, so they are absent from any symmetric start. The third mode is then the slowest correction to the fundamental. An asymmetric start in general also contains the second mode. It decays at \(4\gamma_1\), more slowly than the third, and its share relative to the fundamental falls as \(e^{-3\gamma_1t}\).

At the midplane \(\sin(3\pi/2)=-1\). A positive \(a_3\) therefore lowers the centre and raises the flanks. While \(a_3\) is small beside \(a_1\), this makes the profile flatter than a sine. At \(x=L/3\) and \(x=2L/3\) the third mode is zero, and a local density there contains no contribution from it.

## Why a pure third mode is not a plasma

The third mode is negative in its middle lobe, and a density cannot be. To find how much of it a density made of the first and third modes alone may contain, put \(\theta=\pi x/L\) and expand:

\[
\sin3\theta=\sin2\theta\cos\theta+\cos2\theta\sin\theta
=2\sin\theta(1-\sin^2\theta)+(1-2\sin^2\theta)\sin\theta .
\]

The sum is \(\sin\theta(3-4\sin^2\theta)\). A density made of the first and third modes is thus

\[
n=\sin\theta\,\bigl[a_1+a_3(3-4\sin^2\theta)\bigr].
\]

Between the plates \(\sin\theta>0\), and the factor \(3-4\sin^2\theta\) runs from 3 at the walls to \(-1\) at the centre. The bracket is linear in this factor, so it is nonnegative throughout if it is so at both ends: \(a_1+3a_3\ge0\) and \(a_1-a_3\ge0\). For \(a_1>0\) this means

\[
-\frac13\le\frac{a_3}{a_1}\le1 .
\]

With other modes present the range is wider. For any nonnegative density, \(a_3/a_1\) is the average of \(3-4\sin^2\theta\) with weight \(n\sin\theta\), so it lies between \(-1\) and \(3\). In every case \(a_1\) cannot be zero. The factor nine is accordingly a statement about how fast the third-mode part of a density disappears. The plasma as a whole does not vanish nine times faster.

# Part II. An argon afterglow and the limits of the law

## What is taken from Part I

The gap is \(L\), the ambipolar diffusion coefficient is \(D\), and \(\kappa_k=k\pi/L\). The sine amplitudes \(a_k\) decay at \(\gamma_k=D\kappa_k^2\), so \(\gamma_3=9\gamma_1\). For mobile electrons \(D=D_i(1+T_e/T_i)\). Uniform filling with density \(n_0\) gives \(a_k(0)=4n_0/(k\pi)\) for odd \(k\). From here on, amplitudes are given in units of \(n_0\).

## Worked example

Take argon at 50 mTorr and 300 K between plates 4 cm apart, with \(n_0=10^{10}\) cm\(^{-3}\). Time starts when the electrons have cooled to the gas temperature. The reduced ion mobility is roughly 1.5 cm\(^2\)/Vs. It refers to 760 Torr and 273.15 K, and mobility is inversely proportional to the gas number density, hence to \(p/T\):

\[
\mu_i=1.5\times\frac{760}{0.050}\times\frac{300}{273.15}
=2.504\times10^4\ \mathrm{cm^2/Vs}.
\]

The thermal energy is 0.02585 eV. The Einstein relation gives \(D_i=647.4\) cm\(^2\)/s, and equal temperatures give \(D=2D_i=1295\) cm\(^2\)/s. The rates are

\[
\gamma_1=1295\left(\frac{\pi}{4}\right)^2\simeq799\ \mathrm{s^{-1}},\qquad
\gamma_3=9\gamma_1\simeq7190\ \mathrm{s^{-1}}.
\]

The decay times are \(\tau_1=1/\gamma_1=1.25\) ms and \(\tau_3=1/\gamma_3=0.139\) ms. Since the mobility is rough, the absolute times deserve two figures: 1.3 ms and 0.14 ms. At fixed temperature \(D\propto1/p\), so both times grow as \(pL^2\) within this model.

The initial amplitudes are \(a_1=4/\pi=1.273\) and \(a_3=4/(3\pi)=0.4244\). After one third-mode decay time,

\[
a_1=1.273\,e^{-1/9}=1.139,\qquad a_3=0.4244\,e^{-1}=0.156 .
\]

The midplane density is still \(9.98\times10^9\) cm\(^{-3}\), because the loss has hardly reached the centre. The first two terms alone would give \(1.139-0.156=0.983\); the fifth and higher modes supply the rest. After one fundamental decay time, \(a_1=0.468\) and \(a_3=5.2\times10^{-5}\), and the midplane density is \(4.68\times10^9\) cm\(^{-3}\). The profile is then very nearly a sine.

The third amplitude falls to one percent of the first when \(\tfrac13e^{-8\gamma_1t}=0.01\), that is, at

\[
t=\frac{\ln(100/3)}{8\gamma_1}=0.55\ \mathrm{ms}.
\]

## A test that does not assume sine modes

The diffusion equation was also integrated directly in time, from the uniform density, on 301 equal cells. The amplitudes were extracted afterwards. Between \(\tau_3\) and \(\tau_1\) the ratio of the two decay exponents was 8.99934. The lowest eigenvalues of the same grid operator gave 8.99935.

The small deficit comes from the grid. For cell width \(h\), the second difference of a sine is

\[
\frac{\sin\kappa(x+h)-2\sin\kappa x+\sin\kappa(x-h)}{h^2}
=-\frac{4}{h^2}\sin^2\left(\frac{\kappa h}{2}\right)\sin\kappa x .
\]

Since \(\sin^2z\simeq z^2(1-z^2/3)\), the grid rate is too low by the relative amount \((\kappa h)^2/12\). With \(\kappa_kh=k\pi/301\), this is \(8.2\times10^{-5}\) for the third mode and \(0.9\times10^{-5}\) for the first. The ratio is then low by \(9\times7.3\times10^{-5}\simeq0.0007\), as found.

Between perfectly absorbing plates, with \(D\) uniform across the gap, the third mode decays nine times as fast as the fundamental, and direct integration confirms this to within a small grid error. What remains is to see how warm electrons, side losses, a finite wall speed, ion inertia and reactions change the rates or their ratio.

All numerical values are calculated from the stated model.
